# Mean Radius of the 1s Electron in the Dirac Hydrogenic Atom

**Q.** Relativity is said to draw the 1s electron of a heavy atom towards the nucleus. Before I accept a number for that, I want to know which problem is being solved.

**A.** One electron in the field of a fixed point charge \(Z\), with no other electrons, no nuclear size or recoil, and no radiative corrections. I compare the Dirac and Schrödinger equations at the same \(Z\), and the quantity compared is the mean distance \(\langle r\rangle\) in the 1s state.

I use Rydberg atomic units: \(\hbar=1\), \(m=\tfrac12\), \(e^2=2\). Lengths are in bohr and energies in Ry. Since \(\alpha=e^2/(\hbar c)\),
\[
c=\frac{2}{\alpha},\qquad mc^2=\frac{c^2}{2}=\frac{2}{\alpha^2},\qquad V(r)=-\frac{2Z}{r}.
\]

**Q.** The Dirac wave function has four components. How does that become a radial problem?

**A.** Call the upper pair of components \(\varphi\) and the lower pair \(\eta\). The Dirac equation, with the energy \(E\) including the rest energy, is
\[
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\eta=(E-V-mc^2)\varphi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi=(E-V+mc^2)\eta .
\]
The Schrödinger 1s state is a spherical function times a spin state. I therefore take \(\varphi=g(r)\chi\) with a constant two-spinor \(\chi\). Then
\[
\boldsymbol\sigma\!\cdot\!\mathbf p\,(g\chi)=-i\,\boldsymbol\sigma\!\cdot\!\nabla g\,\chi=-i\,g'\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\chi ,
\]
so the second equation forces the form \(\eta=-i f(r)\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\chi\). Cancelling \(-i\) gives
\[
c\,g'=(E-V+mc^2)f .
\]

For the first equation, write \(f\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}=u\,\boldsymbol\sigma\!\cdot\!\mathbf r\) with \(u=f/r\). Summing over repeated indices,
\[
\sigma_i\sigma_j\,\partial_i(x_ju)=\sigma_i\sigma_j\left(\delta_{ij}u+\frac{x_ix_j}{r}u'\right)=3u+ru'=f'+\frac{2f}{r},
\]
because \(\sigma_i\sigma_i=3\) and \((\boldsymbol\sigma\!\cdot\!\mathbf r)^2=r^2\). One factor \(-i\) comes from \(\mathbf p\) and another from \(\eta\). Their product is \(-1\), so
\[
-c\left(f'+\frac{2f}{r}\right)=(E-V-mc^2)g .
\]

**Q.** And the usual functions multiplied by \(r\)?

**A.** Set \(G=rg\) and \(F=rf\). Then \(G'=g+rg'\) and \(F'=f+rf'\). Inserting the two equations above,
\[
G'=\frac Gr+\frac{E-V+mc^2}{c}F,\qquad
F'=-\frac Fr-\frac{E-V-mc^2}{c}G .
\]
With \(\varepsilon=E/mc^2\), the units give \(mc^2/c=1/\alpha\), \(E/c=\varepsilon/\alpha\) and \(-V/c=Z\alpha/r\). Hence
\[
G'=\frac Gr+\left[\frac{1+\varepsilon}{\alpha}+\frac{Z\alpha}{r}\right]F,
\]
\[
F'=-\frac Fr+\left[\frac{1-\varepsilon}{\alpha}-\frac{Z\alpha}{r}\right]G .
\]

**Q.** Now you will guess a solution. What entitles you to do so?

**A.** A trial form is justified if it satisfies both equations at every \(r\) and the boundary conditions. The Schrödinger function is \(r e^{-Zr}\), so I try the same shape with a free power and a free decay constant:
\[
G=N r^{s}e^{-\lambda r},\qquad F=qG,
\]
with \(q\) constant. Dividing both equations by \(G\),
\[
\frac sr-\lambda=\frac1r+q\left[\frac{1+\varepsilon}{\alpha}+\frac{Z\alpha}{r}\right],
\]
\[
q\left(\frac sr-\lambda\right)=-\frac qr+\frac{1-\varepsilon}{\alpha}-\frac{Z\alpha}{r}.
\]
These must hold for all \(r\), so the \(1/r\) terms and the constant terms match separately. The \(1/r\) terms give
\[
s-1=qZ\alpha,\qquad q(s+1)=-Z\alpha .
\]
Multiply the first by \(s+1\) and use the second:
\[
s^2-1=Z\alpha\,q(s+1)=-(Z\alpha)^2 .
\]
Therefore \(s=\pm\gamma\), where
\[
\gamma=\sqrt{1-(Z\alpha)^2}.
\]
This is real and positive for \(Z\alpha<1\), which I assume from here on.

**Q.** You have two signs. Why drop the negative one?

**A.** With \(s=-\gamma\), the probability density in \(r\) behaves as \(r^{-2\gamma}\) near the nucleus. Its integral diverges there if \(\gamma\ge\tfrac12\), so that solution is not normalizable. For \(\gamma<\tfrac12\), that is \(Z\alpha>\sqrt3/2\), or \(Z\) above about 118.7, normalizability no longer decides. A boundary condition at the origin must then be added, and I choose the regular behaviour \(r^{\gamma}\), which continues the solution from smaller \(Z\).

With \(s=\gamma\), the second matching condition gives
\[
q=-\frac{Z\alpha}{1+\gamma}.
\]
The sign of \(q\) reflects the phase chosen for \(\eta\). Only \(q^2\) enters the density.

**Q.** The energy and the decay constant are still unknown.

**A.** The constant terms fix them:
\[
\lambda=-\frac{q(1+\varepsilon)}{\alpha},\qquad -q\lambda=\frac{1-\varepsilon}{\alpha}.
\]
Substituting the first into the second gives \(q^2(1+\varepsilon)=1-\varepsilon\), so
\[
\varepsilon=\frac{1-q^2}{1+q^2}.
\]
From the value of \(q\) and \((Z\alpha)^2=1-\gamma^2=(1-\gamma)(1+\gamma)\),
\[
q^2=\frac{(1-\gamma)(1+\gamma)}{(1+\gamma)^2}=\frac{1-\gamma}{1+\gamma}.
\]
Then \(1-q^2=2\gamma/(1+\gamma)\) and \(1+q^2=2/(1+\gamma)\), so \(\varepsilon=\gamma\). The decay constant follows:
\[
\lambda=\frac{Z\alpha}{1+\gamma}\,\frac{1+\gamma}{\alpha}=Z .
\]
It is positive, so the solution decays at large \(r\), and both equations are satisfied.

**Q.** You have found a bound state. Is it the 1s state?

**A.** Let \(\alpha\to0\) at fixed \(Z\). Then \(\gamma\to1\), \(q\to0\) and \(G\to N r e^{-Zr}\). Using \(\gamma=1-\tfrac12(Z\alpha)^2-\tfrac18(Z\alpha)^4-\dots\), the binding energy is
\[
mc^2-E=\frac{2}{\alpha^2}(1-\gamma)=Z^2+\frac{Z^4\alpha^2}{4}+\dots
\]
The limit should be the Schrödinger ground state. For \(u=re^{-Zr}\), \(u''=(-2Z+Z^2r)e^{-Zr}\), and so
\[
-u''-\frac{2Z}{r}u=(2Z-Z^2r-2Z)e^{-Zr}=-Z^2u .
\]
The function and the energy both agree, and \(u\) has no node. This identifies the Dirac state as the one that becomes 1s.

There is also a numerical test of its place in the spectrum. Diagonalizing the radial Dirac Hamiltonian of this symmetry in a finite Gaussian basis, for \(Z=48\), 50 and 71, gives a lowest electron state whose binding energy agrees with \(mc^2(1-\gamma)\) to within one part in \(10^4\).

**Q.** Then compute the mean radius. Do not forget the small component.

**A.** Since \((\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})^2=1\), the density \(\psi^\dagger\psi\) is proportional to \(g^2+f^2\) and is spherical. After multiplication by \(r^2\), the radial probability density is proportional to
\[
G^2+F^2=(1+q^2)N^2r^{2\gamma}e^{-2Zr}.
\]
The small component carries the fraction
\[
\frac{q^2}{1+q^2}=\frac{1-\gamma}{1+\gamma}\,\frac{1+\gamma}{2}=\frac{1-\gamma}{2}
\]
of the probability. It has the same radial shape as the large one, so the factor \(1+q^2\) cancels from the mean:
\[
\langle r\rangle_{\rm D}=\frac{\int_0^\infty r^{2\gamma+1}e^{-2Zr}\,dr}{\int_0^\infty r^{2\gamma}e^{-2Zr}\,dr}.
\]
The substitution \(t=2Zr\) gives \(\int_0^\infty r^{\mu}e^{-2Zr}dr=\Gamma(\mu+1)/(2Z)^{\mu+1}\). With \(\Gamma(x+1)=x\Gamma(x)\) at \(x=2\gamma+1\),
\[
\langle r\rangle_{\rm D}=\frac{\Gamma(2\gamma+2)}{2Z\,\Gamma(2\gamma+1)}=\frac{2\gamma+1}{2Z}.
\]

**Q.** And relative to Schrödinger?

**A.** The Schrödinger density is proportional to \(u^2=r^2e^{-2Zr}\). The same integral gives
\[
\langle r\rangle_{\rm S}=\frac{\Gamma(4)}{2Z\,\Gamma(3)}=\frac{3}{2Z}.
\]
Division removes \(2Z\):
\[
\frac{\langle r\rangle_{\rm D}}{\langle r\rangle_{\rm S}}=\frac{1+2\gamma}{3}.
\]
For \(0<Z\alpha<1\), \(\gamma\) is below 1, so the ratio is below 1 and the mean radius contracts.

**Q.** I have a shorter argument that disagrees. The electron moves fast, its effective mass rises, and the Bohr radius is inversely proportional to mass. The ratio should be \(\gamma\).

**A.** Let us work that argument out. For a relativistic circular orbit with Lorentz factor \(\Gamma_v=1/\sqrt{1-v^2/c^2}\), the force law and the angular-momentum condition are
\[
\frac{\Gamma_v m v^2}{r}=\frac{2Z}{r^2},\qquad \Gamma_v m v r=1 .
\]
The first, multiplied by \(r^2\), reads \((\Gamma_v m v r)v=2Z\), so \(v=2Z\) and \(v/c=Z\alpha\). Thus \(1/\Gamma_v=\gamma\), and with \(m=\tfrac12\),
\[
r=\frac{1}{\Gamma_v m v}=\frac{\gamma}{Z}.
\]
So \(\gamma\) here is the inverse of that orbit's Lorentz factor.

The orbit radius does correspond to something in the Dirac state: the most probable distance. Setting the derivative of \(\ln(r^{2\gamma}e^{-2Zr})\) to zero gives
\[
\frac{2\gamma}{r}-2Z=0,\qquad r_{\rm peak}=\frac{\gamma}{Z}.
\]
The mean is a different quantity:
\[
\langle r\rangle_{\rm D}=\frac{\gamma}{Z}+\frac{1}{2Z}.
\]
The distance from peak to mean, \(1/(2Z)\), does not depend on \(\gamma\). Only the first term contracts, and in the Schrödinger limit it makes up two thirds of the mean. Hence
\[
1-\frac{\langle r\rangle_{\rm D}}{\langle r\rangle_{\rm S}}=\frac23(1-\gamma),
\]
which is two thirds of the fractional contraction of the peak.

**Q.** One thing still troubles me. The Dirac electron is more strongly bound, yet you found the same decay constant \(Z\). Should stronger binding not shorten the tail?

**A.** That expectation uses the Schrödinger relation between energy and decay. Let \(B=mc^2-E\). Multiplying the two constant-term conditions and cancelling \(-q\) gives
\[
\lambda^2=\frac{(1-\varepsilon)(1+\varepsilon)}{\alpha^2}=\frac{B(2mc^2-B)}{c^2}=B\left(1-\frac{B}{2mc^2}\right),
\]
where \(2mc^2=c^2\) was used at the end. For this state the bracket compensates the larger \(B\), leaving \(\lambda^2=Z^2\).

The contraction therefore comes from the power of \(r\). Apart from normalization, the Dirac density is the Schrödinger density times \(r^{-2(1-\gamma)}\). This factor falls with distance, so it moves probability inwards.

**Q.** Give me a case where the effect is not tiny.

**A.** Take the hydrogenlike lutetium ion, \(Z=71\), with a point nucleus. Here \(Z\alpha=0.51811\), so
\[
\gamma=\sqrt{1-0.51811^2}=0.85531 .
\]
The two mean radii are
\[
\langle r\rangle_{\rm D}=\frac{2(0.85531)+1}{142}=0.01909\ \text{bohr}=1.010\ \text{pm},
\]
\[
\langle r\rangle_{\rm S}=\frac{3}{142}=0.02113\ \text{bohr}=1.118\ \text{pm}.
\]
Their ratio is \(2.71063/3=0.9035\), a contraction of 9.6% relative to the Schrödinger mean. The density peak moves from 0.01408 to 0.01205 bohr, a contraction of 14.5%. With one more digit, two thirds of 14.47% is 9.65%, as derived above. The circular-orbit ratio \(\gamma\), if read as the ratio of the mean radii, would overstate the contraction by half.

The small component carries \((1-0.85531)/2=0.072\) of the probability. The binding energy rises from 5041 Ry to 5434 Ry, or 73.9 keV. In the tail relation, \(B/(2mc^2)=5434/(2\times37558)=0.0723\), and \(5434\times(1-0.0723)\) returns \(71^2=5041\) to the rounding used.

**Q.** All these numbers rest on your trial form. Has anything been computed without it?

**A.** Yes. The radial equations were integrated outwards from near the nucleus and inwards from large \(r\), and the energy was adjusted until \(F/G\) matched. Neither the power nor the decay constant was supplied. For \(Z=71\) the solution had power 0.85531, decay constant 71.000 per bohr and mean radius 0.01909 bohr. The Gaussian-basis diagonalizations also gave the ratio of the mean radii, which agreed with the formula to within \(10^{-4}\) in all three ions. The figures are in the numerical output.

**Q.** For lighter ions, can I avoid the square root?

**A.** Insert the expansion of \(\gamma\) into the ratio:
\[
\frac{1+2\gamma}{3}=1-\frac{(Z\alpha)^2}{3}-\frac{(Z\alpha)^4}{12}-\dots
\]
At \(Z=10\), the numerically integrated contraction divided by \((Z\alpha)^2\) is 0.3338, close to the leading coefficient \(1/3\). For lutetium, the leading term gives a ratio of 0.9105 instead of 0.9035. It misses about 7% of the contraction itself, so the full formula is preferable there.

The growth with nuclear charge is visible in hydrogenlike cadmium (\(Z=48\)), tin (\(Z=50\)) and lutetium: the ratios are 0.958, 0.954 and 0.904.

**Q.** What happens at the other end, as \(Z\alpha\) approaches 1?

**A.** With the regular solution retained, \(\gamma\to0\) and the ratio tends to \(1/3\). The peak moves to the origin, while the mean stays at a finite distance, \(1/(2Z)\). This is a limit of the point-charge model, and it lies in the range where the extra boundary condition is needed.

The model shows its idealization earlier as well. The density per unit volume behaves as \(r^{2\gamma-2}\), which diverges at the nucleus for any \(\gamma<1\). The divergence is integrable: after multiplication by the volume factor \(r^2\), the radial density behaves as \(r^{2\gamma}\) and vanishes at the nucleus for \(\gamma>0\). The normalization and the mean radius are therefore finite. A nucleus of finite size replaces the \(1/r\) potential inside it, so the solution and the ratio are then no longer given exactly by these formulas. For lutetium the change is small but reaches the digits quoted: a uniformly charged nucleus of rms radius 5.37 fm lowers the binding energy by about 22 eV, to 5432.5 Ry, and raises the ratio from 0.9035 to 0.9038. Near \(Z\alpha=1\) it dominates: at \(Z=137\), an assumed rms radius of 6.4 fm gives a mean radius of about 0.53 times \(3/(2Z)\), against 0.35 for the point charge.

**Q.** May I apply the 9.6% to the size of lutetium in a molecular precursor?

**A.** No. The result describes a single 1s electron in an unscreened Coulomb field. The valence electrons of a metal centre move in a field made by the nucleus and all the other electrons, and that field also changes when the inner shells contract. Their radii, and the bond lengths that depend on them, need a many-electron relativistic calculation. What the formula supplies is the direct relativistic contraction of the innermost shell in its simplest setting.

## Computed results

```
Hydrogenlike Lu, point nucleus
Nuclear charge Z = 71
Fine-structure constant alpha = 0.0072973526
Speed of light c = 274.071998 Rydberg atomic units
Electron rest energy = 37557.7301 Ry
Z*alpha = 0.51811203
gamma = 0.85531276
Small/large amplitude ratio q = -0.27925859
Dirac binding energy, formula = 5434.12421 Ry
Dirac binding energy, shooting = 5434.12421 Ry
Dirac binding energy = 73.93503 keV
Schroedinger binding energy = 5041.00000 Ry
Dirac mean radius, formula = 0.019088912 bohr
Dirac mean radius, shooting = 0.019088912 bohr
Dirac mean radius = 1.010142 pm
Schroedinger mean radius = 0.021126761 bohr
Schroedinger mean radius = 1.117980 pm
Mean-radius ratio = 0.90354184
Mean-radius contraction = 9.64582 percent
Second-order ratio estimate = 0.91051997
Power of r in G, shooting = 0.85531277
Decay constant, shooting = 71.000000 1/bohr
Density peak, formula = 0.01204666 bohr
Density peak, shooting = 0.0120467 bohr
Schroedinger density peak = 0.01408451 bohr
Density-peak contraction = 14.46872 percent
Small-component weight, formula = 0.07234362
Small-component weight, shooting = 0.07234362
Four-component equation relative residual = 1.21e-12
Hydrogenlike ions: Z, gamma, ratio formula, ratio diagonalized
Cd: 48, 0.936648, 0.957765, 0.957765
Sn: 50, 0.931059, 0.954040, 0.954039
Lu: 71, 0.855313, 0.903542, 0.903541
Contraction/(Z*alpha)^2 at Z=10 = 0.333778
```
